\section*{Bending radius of a boron-doped silicon wafer: Stoney's formula and its corrections}

\section{A wafer that will not stay flat}

A silicon wafer of diameter 100 mm and thickness $h_s=500\,\mu$m is flat. One face then receives a single-crystal layer, $h_f=2\,\mu$m thick, in which about one silicon atom in five hundred is replaced by boron. Boron is the smaller atom, so the layer would like to be narrower than the wafer it is bonded to. The wafer holds it stretched, the layer pulls back on one face, and the wafer bends. How large is the bending radius $R$?

Let $\varepsilon$ be the fraction by which the free lattice parameter of the layer is smaller than that of silicon. If the lattice shrinks in proportion to the mean covalent radius, a rough rule, then
\begin{equation}
\varepsilon=\left(1-\frac{r_{\rm B}}{r_{\rm Si}}\right)\frac{N}{N_{\rm Si}} .
\end{equation}
With the rough radii $r_{\rm B}=0.088$ nm and $r_{\rm Si}=0.117$ nm, and $N_{\rm Si}=5.00\times10^{22}\,{\rm cm^{-3}}$, the strain $\varepsilon=5.2\times10^{-4}$ used below corresponds to a boron concentration $N\approx1.05\times10^{20}\,{\rm cm^{-3}}$.

The small parameter is $\eta=h_f/h_s=0.004$. We seek $R$ as $\eta\to0$, and then its first correction. Four assumptions enter: the wafer is free and initially flat, its surface is (001), deflections are small, and the layer is coherent, meaning that no dislocations have relieved its strain. The last assumption is examined near the end with an energy balance.

\section{Stress and the shape of the bent wafer}

Tension is positive. Let $e$ be the elastic in-plane strain, equal in all in-plane directions, and $e_z$ the elastic strain along the normal. The faces are free, so
\begin{equation}
\sigma_z=2C_{12}e+C_{11}e_z=0\quad\Rightarrow\quad e_z=-\frac{2C_{12}}{C_{11}}e .
\end{equation}
The in-plane stress is therefore
\begin{equation}
\sigma=(C_{11}+C_{12})e+C_{12}e_z=Me,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\end{equation}
The rough values $C_{11}=166$ GPa and $C_{12}=64$ GPa give $M=180.7$ GPa. A layer held at the full misfit carries the tension $M\varepsilon=93.9$ MPa.

Let $h=h_s+h_f$ and let $\zeta$ be the height above the mid-plane, with the layer on top. Try the displacements
\begin{equation}
u_r=(e_0-\kappa\zeta)r,\qquad u_z=\tfrac12\kappa r^2+g(\zeta).
\end{equation}
The shear strain $\partial_\zeta u_r+\partial_r u_z=-\kappa r+\kappa r$ vanishes. The radial strain $\partial_ru_r$ and the hoop strain $u_r/r$ both equal $e_0-\kappa\zeta$, and $g$ is fixed by $\sigma_z=0$. This is a shallow cap of radius $R=1/\kappa$; for $\kappa>0$ the rim rises and the wafer is concave on the layer side. The field satisfies linear elasticity inside the wafer. At the rim we can make the total force and moment vanish, but not the stress at each height; the mismatch disturbs a zone whose width is of the order of the thickness.

\section{Equal elastic constants}

The free lattice strain is $-\varepsilon(\zeta)$, so the elastic strain is $e_0-\kappa\zeta+\varepsilon(\zeta)$. No external force or moment acts:
\begin{align}
0&=\int_{-h/2}^{h/2}\sigma\,d\zeta=M\left[e_0h+\int\varepsilon\,d\zeta\right],\\
0&=\int_{-h/2}^{h/2}\sigma\zeta\,d\zeta=M\left[-\frac{\kappa h^3}{12}+\int\varepsilon\,\zeta\,d\zeta\right].
\end{align}
The terms linear in $\zeta$ in the first line and the $e_0$ term in the second vanish by symmetry. $M$ divides out, and
\begin{equation}
\kappa=\frac{12}{h^3}\int\varepsilon(\zeta)\,\zeta\,d\zeta .
\label{profile}
\end{equation}
A uniform layer occupies $h/2-h_f<\zeta<h/2$, so
\begin{equation}
\int\zeta\,d\zeta=\frac12\left[\frac{h^2}{4}-\left(\frac h2-h_f\right)^2\right]
=\frac{h_f(h-h_f)}{2}=\frac{h_fh_s}{2}.
\end{equation}
Hence
\begin{equation}
\kappa=\frac{6\varepsilon h_fh_s}{(h_s+h_f)^3},\qquad
R=\frac{h_s^2}{6\varepsilon h_f}(1+\eta)^3 .
\end{equation}
As $\eta\to0$ this becomes Stoney's formula for equal moduli, followed by its correction:
\begin{equation}
R_0=\frac{h_s^2}{6\varepsilon h_f},\qquad R=R_0\left[1+3\eta+O(\eta^2)\right].
\end{equation}
For the wafer,
\begin{equation}
R_0=\frac{(500\times10^{-6}\,{\rm m})^2}{6(5.2\times10^{-4})(2\times10^{-6}\,{\rm m})}
=\frac{2.5\times10^{-7}}{6.24\times10^{-9}}\,{\rm m}=40.06\ {\rm m}.
\end{equation}
The first correction is $3\eta=1.2\%$ of $R_0$; the full factor $(1+\eta)^3$ gives $40.55$ m. The answer is about 40 m.

A finite-element solution of linear elasticity, which does not assume the cap shape, was made for a disc of radius 20 mm with the same two thicknesses. It treats the elastic response as the same in all in-plane directions. It also gives 40.55 m, with the rim raised on the layer side. Replacing $(C_{11},C_{12},C_{44})=(166,64,80)$ GPa by $(100,20,50)$ GPa in both wafer and layer leaves 40.55 m unchanged: a stiffer layer pulls harder, but on a wafer that resists in the same proportion.

\section{Unequal constants, and what the correction means}

Let the layer have biaxial modulus $mM$, the wafer $M$. Measure $y$ upward from the interface and write the total in-plane strain as $A-\kappa y$. The stress is $M(A-\kappa y)$ in the wafer and $mM(A+\varepsilon-\kappa y)$ in the layer. Set $k=\kappa h_s$. Zero force, divided by $Mh_s$, and zero moment about the interface, divided by $Mh_s^2$, read
\begin{align}
A(1+m\eta)+\frac k2(1-m\eta^2)+m\varepsilon\eta&=0,\label{force}\\
-\frac A2(1-m\eta^2)-\frac k3(1+m\eta^3)+\frac{m\varepsilon\eta^2}{2}&=0.\label{moment}
\end{align}
Solve \eqref{force} for $A$, insert it in \eqref{moment}, and multiply by $12(1+m\eta)$:
\begin{multline}
k\left[3(1-m\eta^2)^2-4(1+m\eta^3)(1+m\eta)\right]\\
+6m\varepsilon\eta\left[(1-m\eta^2)+\eta(1+m\eta)\right]=0 .
\end{multline}
The second bracket is $1+\eta$. The first is $-\Delta$, with
\begin{equation}
\Delta=1+4m\eta+6m\eta^2+4m\eta^3+m^2\eta^4 .
\end{equation}
Therefore
\begin{equation}
\kappa=\frac{6m\varepsilon h_f}{h_s^2}\,\frac{1+\eta}{\Delta},\qquad
R=\frac{R_0}{m}\left[1+(4m-1)\eta+O(\eta^2)\right].
\label{full}
\end{equation}
For $m=1$, $\Delta=(1+\eta)^4$ and the previous result returns.

The two parts of the correction have separate origins. To leading order \eqref{full} gives $k=6m\varepsilon\eta$, and \eqref{force} then gives $A=-k/2-m\varepsilon\eta=-4m\varepsilon\eta$. The wafer surface has contracted by this amount, so the layer is stretched by $\varepsilon(1-4m\eta)$ rather than $\varepsilon$: it pulls less, and $R$ grows by $4m\eta$. Against this, the layer's force acts at its own centre, a distance $(h_s+h_f)/2$ from the wafer's mid-plane instead of $h_s/2$. The longer lever arm reduces $R$ by $\eta$.

A layer 5\% softer than the wafer ($m=0.95$) gives $R=42.65$ m. An uncertainty of a few per cent in the layer's modulus thus matters more than its finite thickness.

A thick, soft layer shows where the expansion becomes poor. Take $h_f=100\,\mu$m on the same wafer, $m=0.5$ and the same $\varepsilon$, so that $\eta=0.2$. The leading term $R_0/m$ is 1.603 m. The first correction multiplies it by $1+(4m-1)\eta=1.2$, giving 1.92 m. The full expression has $\Delta=1.5364$ and gives $1.603\times1.5364/1.2=2.052$ m, as does the finite-element solution. The leading term is 22\% below this value and the corrected one 6\% below.

\section{Diffused and graded layers}

Boron is often diffused into the wafer rather than added on top. The total thickness is then $h_s$ and the undoped part $h_s-h_f$. For a uniform doped layer, \eqref{profile} gives
\begin{equation}
\kappa=\frac{6\varepsilon h_f(h_s-h_f)}{h_s^3}\quad\Rightarrow\quad R=\frac{R_0}{1-\eta}=40.23\ {\rm m}.
\end{equation}
The coefficient of $\eta$ is now 1 instead of 3, because the total thickness has not grown.

A diffused profile is not a box either. Equation \eqref{profile} contains the strain dose $\int\varepsilon\,d\zeta$ multiplied by the height of its centroid above the mid-plane. For a shallow layer that height is nearly $h_s/2$ whatever the profile, so the dose determines the leading-order radius. Consider a triangular profile of equal dose in the added layer, with strain $2\varepsilon$ at the surface and zero at the interface. Its centroid lies $h_f/3$ below the surface instead of $h_f/2$. The curvature changes by the factor $(251-0.667)/250=1.00133$, and the finite-element solutions for the two profiles have the same ratio. If both faces are doped equally, the integral in \eqref{profile} vanishes and the wafer stays flat.

\section{Bow, stretching and weight}

At the rim, $a=50$ mm from the centre, the cap has risen by
\begin{equation}
\frac{a^2}{2R}=\frac{(0.05\ {\rm m})^2}{2\times40.55\ {\rm m}}=30.8\,\mu{\rm m}.
\end{equation}
A flat disc cannot become a spherical cap without in-plane stretching, which linear theory omits. For an estimate, treat the wafer as isotropic in its plane, with $E=130.4$ GPa, $\nu=0.278$ and $M=E/(1-\nu)$. For $w=\kappa r^2/2$ the membrane strains are $e_r=u'+w'^2/2$ and $e_\theta=u/r$, so
\begin{equation}
e_r-(re_\theta)'=\tfrac12\kappa^2r^2 .
\end{equation}
The stresses $\sigma_r=B(a^2-r^2)$ and $\sigma_\theta=(r\sigma_r)'=B(a^2-3r^2)$ satisfy equilibrium and leave the rim free. Hooke's law turns the left side into $8Br^2/E$, so $B=E\kappa^2/16$. With $s=r^2/a^2$, the stretching energy per area is
\begin{equation}
\frac{hB^2a^4}{2E}\int_0^1\!\left[(1-s)^2+(1-3s)^2-2\nu(1-s)(1-3s)\right]ds
=\frac{hE\kappa^4a^4}{384},
\end{equation}
since the three integrals are $1/3$, $1$ and $0$. The bending energy per area, including the misfit, is $(Mh^3/12)(\kappa^2-2\kappa\kappa_0)$ plus a constant; its minimum is the linear result $\kappa_0$. Minimizing the sum gives
\begin{equation}
\frac{Mh^3}{6}(\kappa-\kappa_0)+\frac{hE\kappa^3a^4}{96}=0
\ \Rightarrow\ 
\frac{\kappa_0}{\kappa}-1=(1-\nu)\left(\frac{\kappa a^2}{4h}\right)^2 .
\end{equation}
In this isotropic estimate the loss of curvature, averaged over the disc, is 0.07\%; at the centre it is about 2.3 times as large. The real (001) wafer has the in-plane shear modulus $C_{44}=80$ GPa rather than $E/[2(1+\nu)]=51$ GPa, which raises the averaged loss to about 0.08\%. While it is small, the loss grows as $a^4$, so wide, thin wafers leave the linear regime first.

Weight matters more. Let the wafer rest on a ring at its rim, with weight per area $q=\rho gh_s$, $\rho=2330\ {\rm kg/m^3}$, and bending stiffness $D=Eh_s^3/[12(1-\nu^2)]$. The plate equation $D\nabla^4w=-q$ has the regular solution $w=-qr^4/(64D)+cr^2$, because $\nabla^4r^4=64$. No moment acts at the rim, so $w''+\nu w'/r=0$ there, which gives $c=qa^2(3+\nu)/[32D(1+\nu)]$. Then
\begin{equation}
w(a)-w(0)=\frac{qa^4}{64D}\left[\frac{2(3+\nu)}{1+\nu}-1\right]
=\frac{(5+\nu)\,qa^4}{64(1+\nu)D}=3.13\,\mu{\rm m},
\end{equation}
or 10\% of the bow. This value is for the isotropic plate; with the cubic in-plane shear modulus the sag is about $3.06\,\mu$m, 2\% less. With the layer facing up, the sag adds to the bow; with the layer facing down, it subtracts. The mean of the two measured magnitudes removes it.

\section{When the layer stops being coherent}

The layer can also shed its strain through misfit dislocations at the interface. To find when this pays, we need the energy $W$ per length of a dislocation at depth $d$. Take a screw line along $\langle110\rangle$. The shear moduli across and along the surface normal are $C'=(C_{11}-C_{12})/2$ and $C_{44}$. Dividing the two coordinates by the square roots of these moduli turns the equilibrium equation into Laplace's equation, with effective modulus $G=\sqrt{C_{44}C'}=63.9$ GPa. An opposite image line above the surface makes the surface traction-free. At height $s$ above the line, the traction on a vertical cut is
\begin{equation}
\tau=\frac{Gb}{2\pi}\left(\frac1s+\frac1{2d-s}\right).
\end{equation}
Creating the slip $b$ on this cut costs
\begin{equation}
W=\frac b2\int_{r_0}^{d}\tau\,ds=\frac{Gb^2}{4\pi}\ln\frac{2d-r_0}{r_0}\approx\frac{Gb^2}{4\pi}\ln\frac{2d}{r_0}.
\end{equation}
With $b=0.384$ nm, core radius $r_0=b$ and $d=h_f$, $W=6.93$ nJ/m.

A pure screw line relieves no misfit. The relevant lines have their Burgers vector at $60^\circ$ to the line, and each relieves $b/2$ across itself. We use $W$ as a rough energy for them, and also $2W$ to allow for their edge part and core. Two crossed sets with spacing $p$ relieve $\delta=b/(2p)$ in each direction and have length $2/p=4\delta/b$ per area. The energy per area and its minimum are
\begin{equation}
Mh_f(\varepsilon-\delta)^2+\frac{4\delta W}{b},\qquad
\varepsilon-\delta=\frac{2W}{Mh_fb}.
\end{equation}
The residual strain is $1.0\times10^{-4}$ with $W$ and $2.0\times10^{-4}$ with $2W$. Inserted in Stoney's formula, these give radii near 210 m and 100 m. Relaxation first pays at the thickness where the residual strain equals $\varepsilon$: about 310 nm or 680 nm. In either estimate the $2\,\mu$m layer is beyond that thickness.

The 40 m radius therefore belongs to a metastable layer. Whether it relaxes depends on dislocation sources, temperature and time, none of which this energy balance contains. The relaxed radii above are too small, because the lines would lie closer together than the layer is thick and their stress fields partly cancel. For evenly spaced lines with $p\ll h_f$, the logarithm in $W$ becomes roughly $\ln[p/(2\pi r_0)]$; elastic anisotropy changes it slightly. Since $p=b/(2\delta)$ changes with $\delta$, the minimum contains this logarithm minus one. With $p\approx0.4\,\mu$m that is about 4 instead of 9, so the residual strains fall by roughly half and the radii become a few hundred metres. The estimates of critical thickness keep the energy of an isolated line, because they describe the first lines to form, which are far apart.

\section{The numbers beside a real wafer}

Silicon doped with boron to roughly $10^{20}\,{\rm cm^{-3}}$ over a few micrometres is used as an etch stop for thin membranes, and 100 mm wafers are roughly half a millimetre thick, so the example is of a realistic size. Such layers are commonly made by long diffusion at high temperature, where dislocations move easily, so coherence cannot be assumed for them. Finite thickness, a graded profile of equal dose and a layer 5\% softer than the wafer each move the radius by about 5\% or less. Loss of coherence would do much more: relaxation to the energy minimum would, on the rough estimates above, raise the radius from 40 m to a few hundred metres. A measured radius well above 40 m would be compatible with relaxation, but also with a smaller boron dose or with doping on the back face. The numerical output lists the input values and the main results.

\section*{Numbers as computed}
\begin{verbatim}
Wafer thickness: 500 um
Layer thickness: 2.0 um
Misfit strain: 5.20e-04
Wafer radius: 50 mm
C11, C12, C44 (rough): 166, 64, 80 GPa
Density (rough): 2330 kg/m^3
Lattice parameter (rough): 0.543 nm
Covalent radii B, Si (rough): 0.088, 0.117 nm
Silicon atom density: 5.00e+22 cm^-3
Boron concentration estimate: 1.05e+20 cm^-3
Biaxial modulus M: 180.7 GPa
In-plane Young modulus: 130.4 GPa, Poisson ratio: 0.278
Layer stress (tension): 93.9 MPa
Stoney radius: 40.06 m
Stoney curvature: 0.02496 1/m
Full bilayer radius: 40.55 m
Finite-element radius (20 mm disc radius): 40.55 m
Finite-element radius, other constants: 40.55 m
Finite thickness raises R by: 1.20 %
Radius if layer is diffused into wafer: 40.23 m
Triangular/box curvature, formula: 1.00133
Triangular/box curvature, elements: 1.00133
Radius with 5 % softer layer: 42.65 m
Thick soft test, layer: 100 um, m = 0.5
Thick soft test, elements: 2.052 m
Thick soft test, full formula: 2.052 m
Thick soft test, Stoney: 1.603 m
Bow, centre to rim: 30.8 um
Large-deflection curvature loss: 0.069 %
Gravity sag on rim support: 3.13 um
Gravity sag / bow: 10.2 %
Burgers vector: 0.384 nm
Screw shear modulus: 63.9 GPa
Line energy W at layer depth: 6.93 nJ/m
Line energy x 1: critical thickness 306 nm
Line energy x 1: relaxed-layer strain 9.99e-05
Line energy x 1: relaxed-layer radius 208 m
Line energy x 2: critical thickness 679 nm
Line energy x 2: relaxed-layer strain 2.00e-04
Line energy x 2: relaxed-layer radius 104 m
\end{verbatim}
